# The exact ground state and cusp of two-dimensional Hooke's atom

**Question**

I am working on two electrons in a plane, held by a harmonic trap and repelling each other through $1/r_{12}$. The exercise says that for trap frequency $\omega=1$, in atomic units, the function

$$\psi=(1+r_{12})\,e^{-(r_1^2+r_2^2)/2}$$

is an exact state with energy $3$, and asks me to verify this and to check the cusp at $r_{12}=0$.

I have three difficulties. Differentiating directly in $x_1,y_1,x_2,y_2$ gives me a page of terms that I cannot organize. I also know that in three dimensions the wave function of two electrons in a singlet starts as $1+\tfrac12 r_{12}$, so I expected a factor $\tfrac12$ here. When I try it, a term $1/(2r_{12})$ is left over. Finally, $r_{12}$ has a kink at zero, and I don't know whether its second derivative hides a delta function that would spoil the solution. If the state is correct, is it the ground state?

**Answer**

The state is correct, and your leftover term shows why the slope must be $1$ in a plane. The calculation becomes short in centre-of-mass and relative coordinates.

### Separating the two motions

In Hartree atomic units lengths are in bohr, energies in hartree, and $\hbar=m_e=e^2/(4\pi\varepsilon_0)=1$. The Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}}.$$

The electrons move in two dimensions, but their repulsion is the ordinary $1/r$ of three-dimensional space. I keep $\omega$ general for now, to see where the value $1$ comes from.

Define $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, so that $r=r_{12}$. The chain rule gives

$$\nabla_1=\tfrac12\nabla_R+\nabla_r,\qquad \nabla_2=\tfrac12\nabla_R-\nabla_r.$$

When the squares are added, the cross terms cancel:

$$\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2.$$

Inverting the definitions, $\mathbf r_1=\mathbf R+\mathbf r/2$ and $\mathbf r_2=\mathbf R-\mathbf r/2$, so $r_1^2+r_2^2=2R^2+r^2/2$. Hence

$$H=\Big[-\tfrac14\nabla_R^2+\omega^2R^2\Big]+\Big[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\Big].$$

The relative kinetic energy is $-\nabla_r^2$, without a factor $\tfrac12$, because the reduced mass is $\tfrac12$. The Gaussian also factorizes:

$$e^{-\omega(r_1^2+r_2^2)/2}=e^{-\omega R^2}\,e^{-\omega r^2/4}.$$

### The centre of mass

The gradient of $e^{-\omega R^2}$ is $-2\omega\mathbf R\,e^{-\omega R^2}$. Since $\nabla_R\cdot\mathbf R=2$ in a plane, taking the divergence gives

$$\nabla_R^2e^{-\omega R^2}=(4\omega^2R^2-4\omega)\,e^{-\omega R^2}.$$

Multiplying by $-\tfrac14$ gives $(\omega-\omega^2R^2)e^{-\omega R^2}$. The trap term $\omega^2R^2$ cancels the second part, and the centre-of-mass energy is $\omega$.

### The relative motion

Write the relative function as $u(r)=f(r)g(r)$ with $g=e^{-\omega r^2/4}$. It has no angular dependence, so $\nabla_r^2u=u''+u'/r$. The derivatives of the Gaussian are

$$g'=-\tfrac12\omega r\,g,\qquad g''=\big(\tfrac14\omega^2r^2-\tfrac12\omega\big)g.$$

The product rule then gives

$$\begin{aligned}
\nabla_r^2(fg)&=f''g+2f'g'+fg''+\frac{f'g+fg'}r\\
&=g\Big[f''+\frac{f'}r-\omega rf'+\big(\tfrac14\omega^2r^2-\omega\big)f\Big].
\end{aligned}$$

The $-\omega f$ has two equal parts, one from $g''$ and one from $g'/r$. Insert this in the relative equation with energy $\varepsilon$. The terms in $\omega^2r^2/4$ cancel, and division by $g$ leaves

$$-f''-\frac{f'}r+\omega rf'+\omega f+\frac fr=\varepsilon f.$$

Now try $f=1+ar$, for which $f'=a$ and $f''=0$:

$$-\frac ar+\omega ar+\omega(1+ar)+\frac1r+a=\varepsilon(1+ar).$$

This must hold at every $r$, so each power of $r$ must balance separately:

- $r^{-1}$: $\;1-a=0$
- $r^0$: $\;\omega+a=\varepsilon$
- $r^1$: $\;2\omega a=\varepsilon a$

The first line gives $a=1$. The third then gives $\varepsilon=2\omega$, and the second becomes $\omega+1=2\omega$. Therefore $\omega=1$ and $\varepsilon=2$. Adding the centre-of-mass energy,

$$E=\omega+\varepsilon=1+2=3\ \text{hartree}\approx81.63\ \text{eV}.$$

This verifies the state. There are three conditions but only two unknowns, $a$ and $\varepsilon$, so the trap frequency has to take a particular value. At another $\omega$ the function $(1+r_{12})$ times the Gaussian is not an eigenstate. The series for $f$ then needs further terms: if $f=1+r+a_2r^2+\dots$, the $r^0$ balance becomes $-4a_2+1+\omega=\varepsilon$, so $a_2=(1+\omega-\varepsilon)/4$. At $\omega=1$, $\varepsilon=2$ this coefficient vanishes.

The function is unchanged when the electrons are exchanged. The spin part must therefore be antisymmetric, which makes this a singlet.

### Is there a delta function at contact?

Away from the origin, $\nabla^2r=1/r$ in the plane. To see whether there is an additional point source at the origin, calculate the flux of the gradient through a small circle of radius $\rho$. The gradient of $r$ has length $1$ and points outward, so

$$\oint\nabla r\cdot d\mathbf n=2\pi\rho\;\longrightarrow\;0 .$$

A delta function would leave a finite flux as the circle shrinks, so there is none. The singularity $1/r$ is also integrable, because the area element is $r\,dr\,d\theta$. The equation $H\psi=3\psi$ therefore holds across the contact point as well.

The flux test does reject something. The radial equation has a second solution that behaves as $\ln r$ near zero. Its gradient is $1/r$, and its flux is $2\pi\rho\cdot(1/\rho)=2\pi$ for every radius. Its Laplacian contains $2\pi\delta(\mathbf r)$, and nothing in the potential term can cancel this, since $(\ln r)/r$ is integrable.

### Why the slope is 1 and not ½

The cusp condition concerns the logarithmic slope at contact, with $\mathbf R$ fixed. For the exact state,

$$\frac1\psi\frac{\partial\psi}{\partial r}=\frac1{1+r}-\frac r2\;\longrightarrow\;1\qquad(r\to0).$$

The Gaussian contributes nothing at $r=0$, because it is flat there.

To compare with three dimensions, let the relative function in $D\ge2$ dimensions start as $1+br$ and have no angular dependence. The radial Laplacian is $u''+(D-1)u'/r$, so the terms of order $1/r$ in the relative equation are

$$-\frac{(D-1)b}r+\frac1r=0\quad\Rightarrow\quad b=\frac1{D-1}.$$

This is $\tfrac12$ in three dimensions and $1$ in two. The repulsion is the same, but in the plane the kink generates only half as much kinetic term per unit slope. It must be twice as steep to cancel the same $1/r$. With your choice $b=\tfrac12$ in the plane, the remainder is $(1-\tfrac12)/r=1/(2r)$, which is the term you found.

The trap and the energy do not enter this condition, because $\omega^2r^2/4$ and $\varepsilon$ are finite at contact. The slope is thus the same for other trap strengths and for excited states without relative angular momentum. A radial diagonalization that does not impose the cusp gives a slope of $1.0000$ per bohr for the lowest such state at $\omega=0.5$, $1$ and $2$, and also for the next one at $\omega=1$.

States with relative angular momentum $m\neq0$ vanish at contact and need their own rule. Let $\ell=|m|$ and let the radial function start as $r^\ell(1+br)$. The angular motion adds $\ell^2/r^2$ to the relative Hamiltonian. The terms of order $r^{\ell-2}$ cancel, since $-\ell(\ell-1)-\ell+\ell^2=0$. At order $r^{\ell-1}$,

$$\big[-(\ell+1)\ell-(\ell+1)+\ell^2\big]b+1=0\quad\Rightarrow\quad b=\frac1{2\ell+1}.$$

For $\ell=0$ this returns $1$. For $\ell=1$, which is antisymmetric in space and so a triplet, it gives $\tfrac13$.

### What a wrong slope does

Take $\psi_c=(1+cr_{12})e^{-(r_1^2+r_2^2)/2}$ at $\omega=1$ and calculate the local energy $H\psi_c/\psi_c$. For an eigenstate this ratio is constant. Putting $f=1+cr$ into the left side of the relative equation, dividing by $f$, and adding the centre-of-mass energy $1$ gives

$$\frac{H\psi_c}{\psi_c}=1+\frac{(1-c)/r+1+c+2cr}{1+cr}.$$

For $c=1$ the fraction is $(2+2r)/(1+r)=2$, and the total is $3$ everywhere. For $c=\tfrac12$ at $r=0.01$ bohr it is

$$1+\frac{50+1.5+0.01}{1.005}\approx52.25\ \text{hartree},$$

and with no linear term at all, $c=0$, it is $1+100+1=102$ hartree. Both grow without limit as $r\to0$.

### Why it is the ground state

The function $\psi$ is positive everywhere. Any real trial function can then be written as $\varphi=\psi\chi$. Let $\nabla$ denote the gradient in all four coordinates, so that the kinetic energy is $-\tfrac12\nabla^2$. Since $(H-3)\psi=0$, the terms in which no derivative acts on $\chi$ drop out:

$$(H-3)(\psi\chi)=-\nabla\psi\cdot\nabla\chi-\tfrac12\psi\nabla^2\chi.$$

Multiply by $\psi\chi$ and collect the right side into a divergence:

$$\psi\chi\,(H-3)(\psi\chi)=-\tfrac12\,\chi\,\nabla\cdot(\psi^2\nabla\chi).$$

Integrate by parts. For a trial function that decays at infinity and has at most a finite kink at contact, the boundary terms vanish; around contact this is the same shrinking-flux argument as before. The result is

$$\langle\varphi|H-3|\varphi\rangle=\tfrac12\int\psi^2|\nabla\chi|^2\;\ge\;0.$$

No such function has a mean energy below $3$, and equality requires constant $\chi$, that is, $\varphi\propto\psi$. A complex function is covered by treating its real and imaginary parts separately, because $H$ is real. No exchange symmetry was assumed, so triplets are included. The diagonalization places the lowest $|m|=1$ state at $3.596$ hartree when the centre of mass is in its ground state.

The identity also gives the mean energy of $\psi_c$. Here

$$\chi=\frac{1+cr}{1+r},\qquad\chi'=\frac{c(1+r)-(1+cr)}{(1+r)^2}=\frac{c-1}{(1+r)^2}.$$

Since $\chi$ depends on $r$ alone, $|\nabla\chi|^2=|\nabla_1\chi|^2+|\nabla_2\chi|^2=2\chi'^2$. The factor $2$ cancels the $\tfrac12$, the integrals over $\mathbf R$ and the angle cancel in the ratio, and $\psi^2$ supplies a factor $(1+r)^2$:

$$E(c)-3=(1-c)^2\,\frac{\int_0^\infty r\,e^{-r^2/2}(1+r)^{-2}dr}{\int_0^\infty r(1+cr)^2e^{-r^2/2}dr}.$$

In the numerator, integrate by parts with $(1+r)^{-2}=-\frac{d}{dr}(1+r)^{-1}$. The boundary term vanishes, and the derivative of $re^{-r^2/2}$ is $(1-r^2)e^{-r^2/2}$. Division by $1+r$ leaves

$$\int_0^\infty(1-r)e^{-r^2/2}dr=\sqrt{\pi/2}-1.$$

For the denominator, and for the averages below, define $I_n=\int_0^\infty r^ne^{-r^2/2}dr$. Direct integration gives $I_0=\sqrt{\pi/2}$ and $I_1=1$, and integration by parts gives $I_n=(n-1)I_{n-2}$. With $S=\sqrt{2\pi}=2I_0$,

$$I_2=\tfrac S2,\quad I_3=2,\quad I_4=\tfrac{3S}2,\quad I_5=8.$$

The denominator is $I_1+2cI_2+c^2I_3$, so

$$E(c)=3+(1-c)^2\,\frac{\sqrt{\pi/2}-1}{1+cS+2c^2}.$$

This gives $3.253$ hartree for $c=0$ and $3.023$ hartree for $c=\tfrac12$. The mean energy is finite although the local energy diverges, because the area element $r\,dr$ compensates the $1/r$. The mean square of the local energy is not finite: near contact its integrand is proportional to $(1-c)^2r^{-2}\,r\,dr=(1-c)^2dr/r$, which diverges logarithmically unless $c=1$.

### Where the 3 hartree come from

At $\omega=1$ the squared wave function is $e^{-2R^2}(1+r)^2e^{-r^2/2}$, and the change of variables has Jacobian $1$. The $\mathbf R$ integral is $\pi/2$, and the $\mathbf r$ integral is $2\pi(I_1+2I_2+I_3)=2\pi(3+S)$. Thus

$$\int\psi^2=\pi^2(3+S)\approx54.35\ \text{bohr}^4,$$

and the normalization factor is $1/\sqrt{54.35}\approx0.1356$ bohr$^{-2}$.

The repulsion energy carries one power of $r$ less in the numerator:

$$\Big\langle\frac1r\Big\rangle=\frac{I_0+2I_1+I_2}{3+S}=\frac{2+S}{3+S}\approx0.8184.$$

The mean square separation carries two powers more:

$$\langle r^2\rangle=\frac{I_3+2I_4+I_5}{3+S}=\frac{10+3S}{3+S}\approx3.1816\ \text{bohr}^2.$$

The weight $e^{-2R^2}$ in a plane gives $\langle R^2\rangle=\tfrac12$. The trap energy is therefore

$$\langle R^2\rangle+\tfrac14\langle r^2\rangle\approx0.5+0.7954=1.2954.$$

I calculate the kinetic energy from squared gradients, without using the total energy. For the centre of mass, $\tfrac14|\nabla_Re^{-R^2}|^2=R^2e^{-2R^2}$, which contributes $\langle R^2\rangle=\tfrac12$. For the relative motion,

$$u'=\Big(1-\frac r2-\frac{r^2}2\Big)e^{-r^2/4},$$

$$\int_0^\infty u'^2r\,dr=I_1-I_2-\tfrac34I_3+\tfrac12I_4+\tfrac14I_5=\frac{6+S}4.$$

Dividing by $3+S$ and adding the two parts gives

$$T=\frac12+\frac{6+S}{4(3+S)}\approx0.8862.$$

The sum is $0.8862+1.2954+0.8184=3.0000$ hartree, as required.

There is one more check. Rescale the state by replacing every position $\mathbf r_i$ with $\lambda\mathbf r_i$ in $\psi$ and renormalizing; $\lambda>1$ compresses it and $\lambda<1$ stretches it. The energy becomes $\lambda^2T+\lambda^{-2}V_{\text{trap}}+\lambda V_{ee}$. An eigenstate makes this stationary at $\lambda=1$, so $2T-2V_{\text{trap}}+V_{ee}=0$. The numbers give $1.7724-2.5908+0.8184=0$.

The repulsion also shows in the mean separation:

$$\langle r\rangle=\frac{I_2+2I_3+I_4}{3+S}=\frac{4+2S}{3+S}\approx1.637\ \text{bohr}\approx0.0866\ \text{nm}.$$

Without repulsion the relative function is the Gaussian alone, and the mean separation is $I_2/I_1\approx1.253$ bohr. The repulsion increases it by about 31% of that value.

The numerical check applies $H$ in the original Cartesian coordinates at 300 random points. There $H\psi/\psi$ differs from $3$ by no more than about $5\times10^{-15}$ hartree, which is rounding error.

## Computed values

```
Matching of powers: slope a = 1 1/bohr
Matching of powers: omega = 1 a.u.
Matching of powers: relative energy = 2 hartree
Largest |H psi/psi - 3|, 300 points: 4.9e-15 hartree
Total energy from the closed forms: 3.000000 hartree
Total energy converted: 81.634 eV
Integral of psi^2: 54.34824 bohr^4
Normalization factor: 0.135646 bohr^-2
Kinetic energy: 0.88620 hartree
Trap energy: 1.29540 hartree
Repulsion energy: 0.81840 hartree
Total by 3D quadrature: 3.000 hartree
Mean square separation: 3.18160 bohr^2
Mean separation: 1.63680 bohr
Mean separation converted: 0.08662 nm
Mean separation without repulsion: 1.25331 bohr
Local energy, c = 0.0, r12 = 0.1 bohr: 12.0000 hartree
Local energy, c = 0.0, r12 = 0.01 bohr: 102.0000 hartree
Local energy, c = 0.5, r12 = 0.1 bohr: 7.2857 hartree
Local energy, c = 0.5, r12 = 0.01 bohr: 52.2537 hartree
Local energy, c = 1.0, r12 = 0.1 bohr: 3.0000 hartree
Local energy, c = 1.0, r12 = 0.01 bohr: 3.0000 hartree
Mean energy of trial, c = 0.0: 3.25331 hartree
Mean energy of trial, c = 0.5: 3.02300 hartree
Mean energy of trial, c = 1.0: 3.00000 hartree
Radial diagonalization, centre of mass in its ground state:
Lowest total energy, m = 0: 3.000000 hartree
Next total energy, m = 0: 4.846989 hartree
Lowest total energy, |m| = 1: 3.596499 hartree
Contact slope, omega = 1, lowest m = 0: 1.0000 1/bohr
Contact slope, omega = 1, next m = 0: 1.0000 1/bohr
Contact slope, omega = 0.5, m = 0: 1.0000 1/bohr
Contact slope, omega = 2, m = 0: 1.0000 1/bohr
Contact slope of u/r, |m| = 1: 0.3333 1/bohr
Contact slope, three dimensions: 0.5000 1/bohr
```
